**Terahertz pulse delay in a silicon wafer**

The program tests the additional delay $\Delta t=(n-1)d/c$ of the first transmitted pulse, where $n$ is the refractive index, $d$ the wafer thickness and $c$ the speed of light in vacuum. For $n=3.42$ and $d=500$ µm, the formula gives 4.036 ps and a time-domain solution of Maxwell's equations gives 4.037 ps. The program asserts agreement between the two within 0.004 ps, and also tests the pulse height and the delay and height of the first echo. Fourier propagation through a dispersive test medium gives an envelope delay of 4.136 ps, in agreement with the group index and not with the phase index. Ray geometry confirms the formula for a tilted wafer. A Drude calculation asserts that carriers have a negligible effect at $10^{12}$ cm$^{-3}$ and lower the pulse by more than 10% at $10^{15}$ cm$^{-3}$. The remaining output sizes the effects of thickness, temperature, air and weak dispersion from rough typical inputs.

## Program and output

```python
"""Delay of a terahertz pulse by a wafer, relative to the same length of air.

Result under test: delay = (n - 1) d / c at normal incidence, where
n = real refractive index without dispersion, d = wafer thickness,
c = speed of light in vacuum. The first transmitted pulse is timed.
With dispersion, n is replaced by the group index n + f dn/df,
where f is frequency. Units: micrometre, picosecond, terahertz.
"""
import numpy as np
from scipy import constants as const

c = const.c * 1e-6                    # micrometre per picosecond
n = 3.42
d = 500.0
tau = 0.20                            # width parameter of the pulse, ps


def single_cycle(t, centre):
    """Derivative of a Gaussian, scaled to a positive peak of one."""
    x = (t - centre) / tau
    return -x * np.exp(0.5 - 0.5 * x**2)


def find_peak(t, signal, start=0.0):
    """Time and height of the largest maximum after start, by a parabola."""
    i = int(np.argmax(np.where(t >= start, signal, -np.inf)))
    left, mid, right = signal[i - 1:i + 2]
    offset = 0.5 * (left - right) / (left - 2 * mid + right)
    height = mid - 0.25 * (left - right) * offset
    return t[i] + offset * (t[1] - t[0]), height


def maxwell_run(index):
    """Solve the 1D Maxwell equations and record the field behind the slab."""
    dz = 0.5
    dt = dz / c
    first, cells = 600, int(round(d / dz))
    last = first + cells
    source, detector, nodes = 200, last + 400, last + 500
    eps = np.ones(nodes)
    eps[first:last + 1] = index**2
    eps[[first, last]] = 0.5 * (1 + index**2)   # half cell on each side
    inverse_eps = 1 / eps[1:-1]
    t = np.arange(int(25.0 / dt)) * dt
    drive = single_cycle(t, 1.5)
    e = np.zeros(nodes)
    h = np.zeros(nodes - 1)           # magnetic field in scaled units
    record = np.zeros(len(t))
    for step in range(len(t)):
        h += e[1:] - e[:-1]
        left_out, right_out = e[1], e[-2]
        e[1:-1] += inverse_eps * (h[1:] - h[:-1])
        e[0], e[-1] = left_out, right_out       # waves leave the grid
        e[source] += drive[step]
        record[step] = e[detector]
    return t, record


# Main result and echo, against the time-domain Maxwell solution
time_wafer = n * d / c
time_air = d / c
delay = (n - 1) * d / c
height = 4 * n / (n + 1)**2
echo_gap = 2 * n * d / c
echo_ratio = ((n - 1) / (n + 1))**2

t_run, field_air = maxwell_run(1.0)
_, field_wafer = maxwell_run(n)
arrival_air, peak_air = find_peak(t_run, field_air)
arrival_wafer, peak_wafer = find_peak(t_run, field_wafer)
arrival_echo, peak_echo = find_peak(t_run, field_wafer, arrival_wafer + 5)
delay_run = arrival_wafer - arrival_air
echo_gap_run = arrival_echo - arrival_wafer
# The grid slows waves in the wafer by about one part in ten thousand.
assert abs(delay_run - delay) < 0.004
assert abs(echo_gap_run - echo_gap) < 0.008
assert abs(peak_wafer / peak_air - height) < 0.003
assert abs(peak_echo / peak_wafer - echo_ratio) < 0.003
assert round(delay, 1) == 4.0

# Group index, against Fourier propagation in a dispersive test medium
t = np.arange(2**14) * 0.005
carrier, curvature = 1.0, 0.02        # THz and THz^-2
packet = np.exp(-(t - 20)**2 / (2 * 3.0**2) + 2j * np.pi * carrier * t)
f = np.fft.fftfreq(len(t), t[1] - t[0])
test_index = n + curvature * f**2
moved = np.fft.ifft(np.fft.fft(packet)
                    * np.exp(-2j * np.pi * f * (test_index - 1) * d / c))


def centroid(signal):
    weight = np.abs(signal)**2
    return np.sum(t * weight) / np.sum(weight)


packet_delay = centroid(moved) - centroid(packet)
phase_index = n + curvature * carrier**2
group_index = phase_index + carrier * 2 * curvature * carrier
group_delay = (group_index - 1) * d / c
phase_delay = (phase_index - 1) * d / c
assert abs(packet_delay - group_delay) < 0.002
assert abs(packet_delay - phase_delay) > 0.05

# Tilted wafer, against the path of a refracted ray
tilt = np.radians(10.0)
tilt_delay = d / c * (np.sqrt(n**2 - np.sin(tilt)**2) - np.cos(tilt))
inside = np.arcsin(np.sin(tilt) / n)
ray = np.array([d * np.tan(inside), d])
direction = np.array([np.sin(tilt), np.cos(tilt)])
ray_delay = (n * np.linalg.norm(ray) - ray @ direction) / c
assert abs(tilt_delay - ray_delay) < 1e-10
tilt_shift = 1000 * (tilt_delay - delay)

# Free carriers: whole pulse propagated with a Drude complex index
mass_ratio, mobility = 0.26, 1400.0   # rough; mobility in cm2/Vs
pulse = single_cycle(t, 20.0)
omega = 2e12 * np.pi * np.fft.rfftfreq(len(t), t[1] - t[0])
omega[0] = omega[1]                   # avoids division by zero


def carrier_pulse(density_cm3):
    mass = mass_ratio * const.m_e
    plasma2 = density_cm3 * 1e6 * const.e**2 / (const.epsilon_0 * mass)
    rate = const.e / (mobility * 1e-4 * mass)
    index = np.sqrt(n**2 - plasma2 / (omega**2 - 1j * rate * omega))
    transfer = 4 * index / (1 + index)**2
    transfer *= np.exp(-1j * omega * (index - 1) * d * 1e-6 / const.c)
    return find_peak(t, np.fft.irfft(np.fft.fft(pulse)[:len(omega)]
                                     * transfer, len(t)))


def resistivity(density_cm3):
    return 1 / (density_cm3 * const.e * mobility)


clear_time, clear_height = carrier_pulse(0.0)
pure_density, doped_density = 1e12, 1e15
pure_time, pure_height = carrier_pulse(pure_density)
doped_time, doped_height = carrier_pulse(doped_density)
pure_shift = 1000 * (pure_time - clear_time)
doped_shift = 1000 * (doped_time - clear_time)
assert abs(clear_time - find_peak(t, pulse)[0] - delay) < 1e-4
assert abs(pure_shift) < 1 and pure_height / clear_height > 0.99
assert doped_height / clear_height < 0.9

# Other neglected effects, from rough typical values
thickness_error = 10.0                # micrometre
thermo_optic, warming = 2e-4, 10.0    # per K, and K
air_excess = 2.7e-4                   # index of air minus one
dispersion_term = 1e-3                # rough upper size of f dn/df
thickness_shift = 1000 * (n - 1) * thickness_error / c
warm_shift = 1000 * thermo_optic * warming * d / c
air_shift = -1000 * air_excess * d / c
dispersion_shift = 1000 * dispersion_term * d / c
rounded_delay = 4.0
index_rounded = 1 + c * rounded_delay / d
index_half_step = c * 0.05 / d

print(f"index n: {n:.2f}")
print(f"thickness d: {d:.0f} um")
print(f"speed of light: {c:.3f} um/ps")
print(f"pulse width parameter: {tau:.2f} ps")
print(f"peak of pulse spectrum: {1 / (2 * np.pi * tau):.3f} THz")
print(f"crossing time in wafer: {time_wafer:.3f} ps")
print(f"crossing time in same length of air: {time_air:.3f} ps")
print(f"additional delay, formula: {delay:.3f} ps")
print(f"additional delay, Maxwell solution: {delay_run:.3f} ps")
print(f"extra optical path: {(n - 1) * d:.0f} um")
print(f"double-pass stage movement: {(n - 1) * d / 2:.0f} um")
print(f"first-pulse height ratio, formula: {height:.4f}")
print(f"first-pulse height ratio, Maxwell: {peak_wafer / peak_air:.4f}")
print(f"echo after first pulse, formula: {echo_gap:.3f} ps")
print(f"echo after first pulse, Maxwell: {echo_gap_run:.3f} ps")
print(f"echo/first height, formula: {echo_ratio:.4f}")
print(f"echo/first height, Maxwell: {peak_echo / peak_wafer:.4f}")
print(f"index inferred from {rounded_delay:.1f} ps: {index_rounded:.3f}")
print(f"index change for 0.05 ps: {index_half_step:.3f}")
print(f"dispersive test, carrier: {carrier:.1f} THz")
print(f"dispersive test, curvature: {curvature:.2f} THz^-2")
print(f"dispersive test, phase index: {phase_index:.3f}")
print(f"dispersive test, group index: {group_index:.3f}")
print(f"dispersive test, phase-index delay: {phase_delay:.3f} ps")
print(f"dispersive test, group-index delay: {group_delay:.3f} ps")
print(f"dispersive test, propagated delay: {packet_delay:.3f} ps")
print(f"rough thickness error: {thickness_error:.0f} um")
print(f"delay change from thickness: {thickness_shift:.1f} fs")
print(f"tilt: {np.degrees(tilt):.0f} degrees")
print(f"delay change from tilt: {tilt_shift:.1f} fs")
print(f"rough dn/dT: {thermo_optic:.1e} per K")
print(f"temperature change: {warming:.0f} K")
print(f"delay change from temperature: {warm_shift:.1f} fs")
print(f"rough air index minus one: {air_excess:.1e}")
print(f"delay change from air index: {air_shift:.2f} fs")
print(f"rough size of f dn/df: {dispersion_term:.0e}")
print(f"delay change from dispersion: {dispersion_shift:.1f} fs")
print(f"rough carrier mass ratio: {mass_ratio:.2f}")
print(f"rough carrier mobility: {mobility:.0f} cm2/Vs")
print(f"high-resistivity carrier density: {pure_density:.0e} cm^-3")
print(f"high resistivity: {resistivity(pure_density):.0f} ohm cm")
print(f"high-resistivity peak shift: {pure_shift:.2f} fs")
print(f"high-resistivity height/clear: {pure_height / clear_height:.4f}")
print(f"doped carrier density: {doped_density:.0e} cm^-3")
print(f"doped resistivity: {resistivity(doped_density):.1f} ohm cm")
print(f"doped peak shift: {doped_shift:.1f} fs")
print(f"doped height/clear: {doped_height / clear_height:.3f}")
print("checks complete")
```

Running it gives:

```
index n: 3.42
thickness d: 500 um
speed of light: 299.792 um/ps
pulse width parameter: 0.20 ps
peak of pulse spectrum: 0.796 THz
crossing time in wafer: 5.704 ps
crossing time in same length of air: 1.668 ps
additional delay, formula: 4.036 ps
additional delay, Maxwell solution: 4.037 ps
extra optical path: 1210 um
double-pass stage movement: 605 um
first-pulse height ratio, formula: 0.7002
first-pulse height ratio, Maxwell: 0.6991
echo after first pulse, formula: 11.408 ps
echo after first pulse, Maxwell: 11.409 ps
echo/first height, formula: 0.2998
echo/first height, Maxwell: 0.2986
index inferred from 4.0 ps: 3.398
index change for 0.05 ps: 0.030
dispersive test, carrier: 1.0 THz
dispersive test, curvature: 0.02 THz^-2
dispersive test, phase index: 3.440
dispersive test, group index: 3.480
dispersive test, phase-index delay: 4.069 ps
dispersive test, group-index delay: 4.136 ps
dispersive test, propagated delay: 4.136 ps
rough thickness error: 10 um
delay change from thickness: 80.7 fs
tilt: 10 degrees
delay change from tilt: 18.0 fs
rough dn/dT: 2.0e-04 per K
temperature change: 10 K
delay change from temperature: 3.3 fs
rough air index minus one: 2.7e-04
delay change from air index: -0.45 fs
rough size of f dn/df: 1e-03
delay change from dispersion: 1.7 fs
rough carrier mass ratio: 0.26
rough carrier mobility: 1400 cm2/Vs
high-resistivity carrier density: 1e+12 cm^-3
high resistivity: 4458 ohm cm
high-resistivity peak shift: -0.03 fs
high-resistivity height/clear: 0.9996
doped carrier density: 1e+15 cm^-3
doped resistivity: 4.5 ohm cm
doped peak shift: -25.4 fs
doped height/clear: 0.704
checks complete
```
